\section*{Numerical error bounds for polymorph energy differences: cutoff, k-mesh and forces}

\section{A small change that hides two large ones}

In a model crystal with two polymorphs, P and Q, raising the plane-wave cutoff from 600 to 900 eV changes the energy difference by 1.6 meV per formula unit (f.u.). The same step lowers the energy of P by 34.4 meV/f.u. and that of Q by 36.0 meV/f.u. Does so small a change put a bound on the numerical error of the difference?

The question matters when two phases compete and a small energy difference decides which is called stable. Three settings control much of the numerical error: cutoff, k-mesh and force tolerance. Varying each one shows how far the energy moved between the tested values. It does not bound the distance still to go. A bound needs an assumption about the untested remainder, control of the coupling between settings, and a curvature that turns forces into energies.

\section{What is being bounded}

Let $E_s(c,n,x)$ be the energy per formula unit of polymorph $s$ at cutoff $c$, mesh $n$ and internal coordinates $x$. The cell is fixed, and so is the physical model: functional, pseudopotentials and occupation rule. The target is
\begin{equation}
D^*=E_Q^*-E_P^*,\qquad E_s^*=E_s(\infty,\infty,x_s^*),
\end{equation}
where $\infty$ means a complete basis or a dense mesh, and $x_s^*$ is the local minimum at those converged settings. At working settings $(c_0,n_0)$ a relaxation stops at $x_0$. Adding and subtracting two energies gives the identity
\begin{align}
E(c_0,n_0,x_0)-E^*={}&\underbrace{E(c_0,n_0,x_0)-E(\infty,n_0,x_0)}_{\delta_C}\nonumber\\
&+\underbrace{E(\infty,n_0,x_0)-E(\infty,\infty,x_0)}_{\delta_K}\nonumber\\
&+\underbrace{E(\infty,\infty,x_0)-E^*}_{\delta_R}.
\label{split}
\end{align}
The order matters: the mesh error $\delta_K$ is defined with a complete basis, although it must be measured with a finite one.

The numbers below come from a one-dimensional AB$_2$ crystal with round parameters; it models no real material. P has the order ABB in a cell of 3.90 \AA, Q the order ABABBB in 7.85 \AA. Four independent, spin-paired electrons per formula unit move in Gaussian wells, and springs join neighbouring ions. Working settings are 400 eV, a mesh of 8 f.u. and a tolerance of 0.20 eV/\AA\ per force component. The mesh is counted by the formula units in the equivalent periodic supercell, so 8 f.u. means eight k-points for P and four for Q.

\section{Cutoff: a one-sided error}

At fixed cell and k-point, the plane waves below a cutoff are contained in the set below any higher cutoff. Orbitals allowed in the small basis are therefore allowed in the large one, and a minimized energy cannot rise when the basis grows. Hence $\delta_C\ge0$. This requires full minimization and an energy functional that does not itself change with cutoff, for instance through a real-space grid.

Take $c_1=\tfrac32c_0$, $c_2=\tfrac32c_1$, and so on, with $x_0$ held fixed. Define the decreases
\begin{equation}
d_j(n)=E(c_{j-1},n,x_0)-E(c_j,n,x_0)\ge0 .
\end{equation}
The tail assumption is that each decrease after $d_2$ is at most half the one before it. The error left at $c_2$ is then
\begin{equation}
\tau(n)=\sum_{j\ge3}d_j(n)\le d_2(n)\left(\tfrac12+\tfrac14+\cdots\right)=d_2(n).
\end{equation}
Let $T$ be the largest $d_2(n)$ over the meshes $n_0,2n_0,4n_0$, so that $0\le\tau(n)\le T$ on all three. With $d_1,d_2$ taken at $n_0$,
\begin{equation}
0\le\delta_C\le C,\qquad C=d_1+d_2+T .
\label{C}
\end{equation}

For P, in meV/f.u., $C=205.5+34.4+35.3=275.2$; for Q, $C=181.3+36.0+36.0=253.4$ before rounding of the terms. The errors against a 2700 eV reference are 245.9 and 224.0. Subtracting the two measured decreases from these leaves true tails of about 6.0 and 6.6 meV/f.u., well below $T$.

The halving rule can fail. Suppose the error follows a power law, $E(c)-E(\infty)=Ac^{-p}$. Then
\begin{equation}
\frac{d_{j+1}}{d_j}=\frac{c_j^{-p}-c_{j+1}^{-p}}{c_{j-1}^{-p}-c_j^{-p}}=\left(\tfrac32\right)^{-p},
\end{equation}
because every cutoff in the numerator is $\tfrac32$ times its partner in the denominator. Halving needs $p\ge\ln2/\ln1.5\approx1.71$. For slower convergence, doubling the cutoff at each level gives the ratio $2^{-p}$, and halving then needs $p\ge1$.

If each later decrease is at most $q<1$ times the one before it, the tail is at most $d_2(q+q^2+\cdots)=d_2q/(1-q)$. The observed ratios $d_2/d_1$ are 0.17 and 0.20. Taking $q=0.2$ would reduce the allowance to a quarter of $d_2$, about 9 meV/f.u., which still covers the true tails here. It also relies more heavily on one observed ratio.

\section{k-mesh: measure it at the highest cutoff}

Let $\varepsilon(k)$ be the summed energy of the occupied bands in a one-dimensional cell of length $L$, and expand it as $\varepsilon(k)=\sum_m\varepsilon_m e^{ikmL}$. The average over $N$ points $k_j=2\pi j/(NL)$ is
\begin{equation}
\frac1N\sum_{j=0}^{N-1}\varepsilon(k_j)=\sum_m\varepsilon_m\frac1N\sum_{j=0}^{N-1}e^{2\pi ijm/N}=\sum_p\varepsilon_{pN},
\end{equation}
since the inner average is 1 when $m$ is a multiple of $N$ and 0 otherwise. The exact average is $\varepsilon_0$, so the mesh error is the sum of $\varepsilon_{pN}$ over $p\neq0$. Its sign is not fixed.

With a complete basis and a gap above the occupied bands, $\varepsilon(k)$ is smooth and periodic. Each integration by parts of its Fourier integral gives another factor $1/(imL)$ without boundary terms, so $\varepsilon_m$ falls faster than any power of $1/m$.

A finite cutoff spoils this. As $k$ varies, plane waves enter and leave the basis, and $\varepsilon(k)$ jumps. A jump $J$ at $k_J$ leaves a boundary term in the first integration by parts:
\begin{equation}
\varepsilon_m\simeq\frac{L}{2\pi}\,\frac{J e^{-ik_JmL}}{imL}=\frac{J e^{-ik_JmL}}{2\pi i m}.
\end{equation}
The envelope of the apparent mesh error then falls as $1/N$, while the phase can change the sign and size of the error from one mesh to the next. This is a basis error seen through the mesh. Measuring at $c_2$ makes the jumps small, and $T$ bounds what remains.

Let $k_1=E(c_2,n_0)-E(c_2,2n_0)$ and $k_2=E(c_2,2n_0)-E(c_2,4n_0)$, and let $\kappa_1,\kappa_2$ be the same changes with a complete basis. Since $E(c_2,n)=E(\infty,n)+\tau(n)$,
\begin{equation}
k_1-\kappa_1=\tau(n_0)-\tau(2n_0).
\end{equation}
This is a difference of two numbers between 0 and $T$, so its magnitude is at most $T$. The same holds for $k_2-\kappa_2$ and for $(k_1+k_2)-(\kappa_1+\kappa_2)=\tau(n_0)-\tau(4n_0)$.

Assume that the magnitudes of the complete-basis changes also at least halve at each further doubling. The remainder $\rho$ beyond $4n_0$ obeys $|\rho|\le|\kappa_2|\le|k_2|+T$. Therefore
\begin{align}
|\delta_K|&=|\kappa_1+\kappa_2+\rho|\nonumber\\
&\le\left(|k_1+k_2|+T\right)+\left(|k_2|+T\right)\nonumber\\
&=|k_1+k_2|+|k_2|+2T\equiv K .
\label{K}
\end{align}
If halving already holds between the two measured changes, then
\begin{equation}
|k_2|\le|\kappa_2|+T\le\tfrac12|\kappa_1|+T\le\tfrac12|k_1|+\tfrac32T .
\label{check}
\end{equation}
A violation of \eqref{check} means that halving has not set in between the measured changes, or that the cutoff tail exceeds $T$. Agreement proves neither assumption, and when $T$ is large the check says little.

That is the situation here. For P, $k_1=-0.28$ and $k_2=0.14$ meV/f.u.; for Q, they are 0.29 and 0.14. The allowance $2T$ makes $K$ equal to 70.9 and 72.7 meV/f.u. The true mesh errors, measured at the reference cutoff, are about $10^{-4}$ meV/f.u. If the denser meshes are no worse than the working one, the observed changes are almost entirely basis error. Their magnitudes halve on doubling the mesh, as the jump argument permits; that jumps cause this particular pattern is a conjecture. The large $K$ reports poor knowledge of the basis tail and is no sign of a coarse mesh.

\section{Force tolerance: curvature and the right force}

Let a cell contain $u$ formula units, and let $U=uE(\infty,\infty,x)$ be its converged energy. One ion is held fixed to remove rigid translation. Put $F=-\nabla U(x_0)$ and $s=x^*-x_0$. Suppose that every Hessian eigenvalue on the straight path from $x_0$ to $x^*$ is at least $m>0$. Then $g(t)=U(x_0+ts)$ satisfies $g''(t)\ge m|s|^2$ for $0\le t\le1$. Integrating twice,
\begin{align}
U(x^*)&\ge U(x_0)-F\cdot s+\tfrac12m|s|^2\nonumber\\
&\ge U(x_0)-|F||s|+\tfrac12m|s|^2\nonumber\\
&=U(x_0)-\frac{|F|^2}{2m}+\frac m2\left(|s|-\frac{|F|}{m}\right)^2 .
\end{align}
Dropping the final square, which is not negative, and using the fact that $x^*$ is the minimum gives
\begin{equation}
0\le\delta_R\le\frac{|F|^2}{2mu}.
\label{force}
\end{equation}
A soft mode makes a given force expensive: halving $m$ doubles the bound. If a mode is unstable, no positive $m$ exists and the bound is lost. A small $m$ need not signal a physical soft mode, because $m$ also falls as the cell grows: repeating P twice lowers it from 145 to 39 eV/\AA$^2$, close to the value for Q, and raises the bound per formula unit although the true error is unchanged. The bound also depends on which ion is held fixed; for Q, $|F|^2/(2mu)$ ranges from about 0.9 to about 4 meV/f.u. Each choice gives a valid bound, so use the primitive cell and state the choice.

The force in \eqref{force} is the converged one. The force that met the tolerance belongs to the working energy surface, whose minimum lies elsewhere. Tightening the tolerance leads to that displaced minimum, where the working force vanishes and the converged force does not.

Let $F_{22}$ be the force at $c_2$ and $4n_0$. Let $\varphi$ be the sum of the norms of its last changes, one with cutoff and one with mesh. Assuming that the remaining force changes do not exceed these last ones,
\begin{equation}
\delta_R\le R,\qquad R=\frac{(|F_{22}|+\varphi)^2}{2mu}.
\end{equation}
Here $m$ is half the lowest Hessian eigenvalue at the working settings. At the start, middle and end of the path, the near-converged Hessian stays above this value. For Q,
\begin{equation}
R=\frac{(0.3695+0.0468)^2}{2\times39.45\times2}\ \mathrm{eV/f.u.}=1.10\ \mathrm{meV/f.u.},
\end{equation}
against a true relaxation error of 0.41. For P the bound is 0.18 and the true error 0.02 meV/f.u.

A harsher case relaxes Q at 300 eV and a mesh of 4 f.u. to 0.001 eV/\AA. The working force alone would suggest an error below $2\times10^{-5}$ meV/f.u. The true error is 0.041, some two thousand times larger, while $R=0.63$ meV/f.u. covers it.

To choose a tolerance $f$ per component, let there be $M$ free components, so that the working force norm is at most $\sqrt M f$. Let $\psi$ be $\varphi$ plus the norm of the force change from working to finest settings. A target $R$ is met if
\begin{equation}
\sqrt M f+\psi\le\sqrt{2muR}.
\end{equation}
For Q, $M=5$. A target of 0.1 meV/f.u. would allow $f\approx0.056$ eV/\AA\ if $\psi$ were zero. If $\psi$ exceeds the right-hand side, this criterion cannot be met by tightening $f$; the cutoff or mesh must improve first. That is the case here: for Q, $\psi\approx0.129$ eV/\AA\ against a right-hand side of 0.126 eV/\AA.

\section{Subtracting without assuming cancellation}

Write $\delta_s=\delta_C+\delta_K+\delta_R$ for polymorph $s$, and $D_0$ for the working difference. Since $E_s^*$ is the working energy minus $\delta_s$,
\begin{equation}
D^*=D_0-\delta_Q+\delta_P,\qquad -K_s\le\delta_s\le C_s+K_s+R_s .
\end{equation}
The smallest $D^*$ pairs the largest $\delta_Q$ with the smallest $\delta_P$; the largest $D^*$ does the reverse:
\begin{align}
D^*&\ge D_0-C_Q-R_Q-K_P-K_Q,\nonumber\\
D^*&\le D_0+C_P+R_P+K_P+K_Q .
\label{interval}
\end{align}
One-sided errors enter one side each, while mesh errors enter both. Adding the terms in quadrature would give a smaller number, but that rests on independent random errors. These errors are deterministic, and two of the three kinds have a known sign.

In meV/f.u., with $D_0=239.5$,
\begin{align}
239.5-253.4-1.1-70.9-72.7&=-158.6,\nonumber\\
239.5+275.2+0.2+70.9+72.7&=658.4,
\end{align}
where the last digits follow from unrounded terms. The larger distance from $D_0$ is the symmetric bound, 419 meV/f.u. The interval contains zero, so on this evidence the working settings do not establish which polymorph is lower. The reference difference is 261.0 and the true error of $D_0$ is $-21.6$ meV/f.u.

The bound is thus about nineteen times the error. Two identical crystals show where such excess comes from. At equal settings their errors cancel completely, yet \eqref{interval} still allows $C+R+2K$ on each side, because it has not used the fact that they are identical.

\section{Measured cancellation is allowed}

The same calculations support a much narrower statement. Let $D_{22}$ be the difference at $c_2$ and $4n_0$, with the geometries kept at $x_0$. For each polymorph, the error of this finest energy is
\begin{equation}
E(c_2,4n_0,x_0)-E^*=\tau(4n_0)+\rho+\delta_R .
\end{equation}
Here $0\le\tau(4n_0)\le T$, $|\rho|\le|k_2|+T$ and $0\le\delta_R\le R$. With $B=\sum_s(|k_{2,s}|+T_s)$, the subtraction used before gives
\begin{equation}
D_{22}-T_Q-R_Q-B\le D^*\le D_{22}+T_P+R_P+B .
\label{corrected}
\end{equation}
The decreases $d_1$ and $d_2$ no longer count as errors, although $d_2$ still sets the size of $T$. The effect of both decreases on the difference has been calculated, including whatever cancellation occurred. Cancellation is still not assumed in the untested remainder.

In the example $D_{22}=261.4$ and $B=71.6$ meV/f.u., so the interval runs from 152.6 to 368.5. Under the stated assumptions Q lies above P. The result can be quoted as 261 meV/f.u. with a symmetric bound of 109. Because \eqref{corrected} also confines $D^*$ relative to $D_0$, it bounds the error of the working difference by $368.5-239.5=129$ meV/f.u., in place of 419.

Now the opening numbers can be read. From 400 to 600 eV the difference rises by $205.5-181.3=24.1$ meV/f.u., using unrounded values; from 600 to 900 eV it falls by 1.6. Each energy decreases monotonically, but their difference does not. A small last change in the difference can come from two larger changes that nearly match, and the variational argument gives no sign or tail for it. A small change by itself therefore guarantees no bound on the error. Here the remaining error happens to be smaller than the last change: on the working mesh the 900 eV difference lies about 1.0 meV/f.u. from the reference. On the finest mesh the distance is 0.4 meV/f.u., almost all of it relaxation error.

Cancellation is substantial here: cutoff errors of 245.9 and 224.0 leave about 22 meV/f.u. An estimate built from the first cutoff and mesh changes of the difference gives 24.7 meV/f.u., which covers the true error of 21.6. Over eight combinations of cutoff, mesh and tolerance, however, that estimate is too small twice. Both conservative intervals contain the reference in all eight, and each separate bound holds for both polymorphs.

\section{Choosing the settings for a real crystal}

The analysis leads to the following procedure for two insulating phases in fixed cells.
\begin{enumerate}
\item Relax both phases at the working settings and freeze the geometries. Use identical pseudopotentials and functional.
\item Compute energies at $c_0$ on the working mesh, and at $c_1$ and $c_2$ on the meshes $n_0,2n_0,4n_0$. In three dimensions, refine each reciprocal direction.
\item Check that the energies fall with cutoff, that $d_2\le d_1/2$, and that \eqref{check} holds. If a check fails, quote no bound yet. Add levels; if the cutoff decreases still do not halve, use a larger ratio between successive cutoffs. Passing the checks does not establish the tail assumption: in the model, at some working cutoffs between about 50 and 150 eV on coarse meshes, $d_2\le d_1/2$ holds while $d_3>d_2/2$, and the tail can exceed $T$.
\item Obtain forces at $(c_2,4n_0)$, $(c_1,4n_0)$ and $(c_2,2n_0)$, which give $F_{22}$ and $\varphi$. Hold one ion fixed, as in the derivation of \eqref{force}, and include only the free ions in both the force norms and the Hessian. Take half the lowest eigenvalue of this Hessian as $m$. Recheck the curvature nearer the minimum if the mode is soft.
\item Report $D_{22}$ with \eqref{corrected}. Use \eqref{interval} when the separate allowances for the working settings are wanted.
\end{enumerate}

The budget shows where effort should go. Of the symmetric bound of 419 meV/f.u., the measured cutoff decreases of P supply 239.9 and the tail allowances $3T_P+2T_Q$ supply 178.0. Everything else amounts to about 1 meV/f.u. A denser mesh or tighter force tolerance would hardly help; another cutoff level would.

Several features of real calculations need separate care. A soft polar mode can make $m$ small, and a phase held at a saddle point has no bound of the form \eqref{force}. A metallic phase lacks the gap on which the smooth-band argument rests, and a smearing width becomes a further setting to vary. That argument was made for independent electrons; with exact exchange the Coulomb singularity makes the mesh error fall only as a power of the mesh size, even in an insulator. Real-space grids can break both monotonicity and translational invariance. If the cell is relaxed at fixed cutoff, the plane-wave set changes with the cell; a stress computed for a fixed set misses that change, so the cell needs its own convergence study.

The interval covers numerical error within one chosen physical model. It contains no allowance for the functional, the pseudopotentials, vibrations or temperature, any of which may shift the polymorph difference. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/2m: 3.80998 eV A^2
well areas: A 10.0, B 20.0 eV A
well width 0.16 A, spring rest length 1.30 A
spring constant: 300 eV/A^2
cell length: P 3.90, Q 7.85 A
working cutoff 400 eV, raised to 600 and 900 eV
working mesh 8 f.u., raised to 16 and 32 f.u.
force tolerance per component: 0.20 eV/A
reference cutoff 2700 eV, reference mesh 64 f.u.
reference band gap: P 9.470, Q 7.793 eV
plane-wave vs real-space deviation: P 0.000353, Q 0.000352 meV/f.u.
force vs energy-slope deviation: P 0.000006, Q 0.000000 eV/A
relaxation steps: P 3, Q 22 steps
working energy: P -56.383374, Q -56.143905 eV/f.u.
first cutoff decrease d1: P 205.452, Q 181.310 meV/f.u.
second cutoff decrease d2: P 34.420, Q 36.049 meV/f.u.
cutoff tail T: P 35.3059, Q 36.0487 meV/f.u.
first mesh change k1: P -0.2824, Q 0.2866 meV/f.u.
second mesh change k2: P 0.1398, Q 0.1418 meV/f.u.
working force norm: P 0.1182, Q 0.3482 eV/A
force norm at finest settings: P 0.1848, Q 0.3695 eV/A
force uncertainty phi: P 0.0428, Q 0.0468 eV/A
curvature bound m: P 145.14, Q 39.45 eV/A^2
lowest curvature on path to minimum: P 290.22, Q 78.95 eV/A^2
cutoff bound C: P 275.178, Q 253.407 meV/f.u.
mesh bound K: P 70.8941, Q 72.6675 meV/f.u.
relaxation bound R: P 0.1785, Q 1.0984 meV/f.u.
true cutoff error: P 245.9128, Q 223.9562 meV/f.u.
true mesh error: P 0.0001, Q 0.0001 meV/f.u.
true relaxation error: P 0.0188, Q 0.4131 meV/f.u.
working difference D0: 239.469 meV/f.u.
conservative interval: -158.598 to 658.388 meV/f.u.
symmetric bound: 418.918 meV/f.u.
reference difference: 261.031 meV/f.u.
true error of D0: -21.562 meV/f.u.
estimate assuming cancellation: 24.711 meV/f.u.
corrected difference: 261.412 meV/f.u.
corrected interval: 152.629 to 368.533 meV/f.u.
settings tested: 8, all intervals hold the reference
settings where cancellation estimate is too small: 2
symmetric bound / true error: 19.11 to 59.77
tight-force case: Q, 300 eV, mesh 4 f.u., tolerance 0.001 eV/A
  bound from working force alone: 0.000018 meV/f.u.
  true relaxation error: 0.041027 meV/f.u.
  bound from converged force: 0.628962 meV/f.u.
\end{verbatim}
